**Thickness offset of dry silicon oxidation from a fast initial regime**

The program shows that the offset $x_i$, found by extrapolating late Deal-Grove growth to $t=0$, obeys $F(x_i)=F(x_0)+J(x_0)$ and is not the real starting oxide $x_0$. Here $F(x)=x^2+Ax$, $A$ and $B$ are the Deal-Grove constants, $C$ and $L$ are the strength and range of an extra growth rate $Ce^{-x/L}$, and $J$ is the accumulated effect of that extra rate. The program asserts that direct time integration and the thickness integral give the same offset, and that the offset returns to $x_0$ when the extra rate is removed. It also asserts the formula for the gap between the true and extrapolated films, the closed solution in the linear limit, and the response of the offset to the starting oxide. For round model parameters and a 1 nm starting film, the output gives an offset of 23.3 nm, while a real 20 nm start would give 28.3 nm. Fits to noise-free model data give 20.5 nm for the window 30–200 nm and 23.1 nm for 80–200 nm, and the program asserts that the thicker window lies closer to the true asymptote.

## Check in Python

```python
"""
Result under test: the thickness offset x_i obtained by extrapolating thick
dry-oxidation data to t = 0 is not the real starting oxide x0.  It obeys
    F(x_i) = F(x0) + J(x0),   F(x) = x^2 + A x,
    J(x) = integral from x to infinity of (2x'+A) * excess/(total rate) dx'.
Growth law: dx/dt = B/(2x+A) + C exp(-x/L).
A, B : Deal-Grove constants (nm, nm^2/min);  C, L : strength and range of the
fast initial regime (nm/min, nm);  x in nm, t in min.
All parameters are round model values, not measured ones.
"""
import numpy as np
from scipy.integrate import quad, solve_ivp

A, B, C, L, X0 = 160.0, 200.0, 7.5, 10.0, 1.0
T_LATE = 600.0


def F(x, a=A):
    return x * x + a * x


def inverse_F(value, a=A):
    # rationalized root, stable also for very large a
    return 2 * value / (a + np.sqrt(a * a + 4 * value))


def dg_rate(x, a=A, b=B):
    return b / (2 * x + a)


def total_rate(x, c=C):
    return dg_rate(x) + c * np.exp(-x / L)


def grow(x_start, times, c=C):
    """Thickness at the given times by direct integration of the rate law."""
    times = np.atleast_1d(np.asarray(times, dtype=float))
    sol = solve_ivp(lambda t, x: total_rate(x, c), (0, times[-1]), [x_start],
                    method="DOP853", t_eval=times, rtol=1e-11, atol=1e-11)
    assert sol.success
    return sol.y[0]


def late_offset(x_start, c=C):
    """Extrapolate the late-time Deal-Grove curve back to t = 0."""
    return inverse_F(F(grow(x_start, [T_LATE], c)[-1]) - B * T_LATE)


def J(x, a=A, b=B):
    """Accumulated effect of the excess rate still to come beyond x."""
    def integrand(y):
        excess = C * np.exp(-y / L)
        return (2 * y + a) * excess / (dg_rate(y, a, b) + excess)
    return quad(integrand, x, x + 60 * L, epsabs=1e-9, epsrel=1e-11,
                limit=300)[0]


# Offset: time integration against the thickness integral
x_i = late_offset(X0)
x_i_formula = inverse_F(F(X0) + J(X0))
assert abs(x_i - x_i_formula) < 1e-5
tau = F(x_i) / B

# Control: without the fast regime the offset is the real starting oxide
control = late_offset(X0, c=0.0)
assert abs(control - X0) < 1e-6

# True film against an imaginary film that really starts at x_i
times = np.array([0.0, 1.0, 2.0, 5.0, 10.0, 20.0, 60.0, 120.0])
true_film = grow(X0, times)
slab_film = grow(x_i, times, c=0.0)
assert np.allclose(slab_film, inverse_F(F(x_i) + B * times), atol=1e-7)
for x_true, x_slab in zip(true_film, slab_film):
    assert abs(F(x_slab) - F(x_true) - J(x_true)) < 1e-2
gap = slab_film - true_film
assert np.all(gap > 0) and np.all(np.diff(gap) < 0)

# Time at which the true film reaches x_i, with and without the fast regime
t_reach = quad(lambda x: 1 / total_rate(x), X0, x_i)[0]
t_reach_dg = quad(lambda x: 1 / dg_rate(x), X0, x_i)[0]
assert abs(grow(X0, [t_reach])[-1] - x_i) < 1e-7
assert abs(grow(X0, [t_reach_dg], c=0.0)[-1] - x_i) < 1e-7

# Linear limit: closed solution against integration of the linear rate law
k = B / A
ratio = C / k
lin_times = np.array([1.0, 5.0, 20.0, 60.0, 200.0])
lin = solve_ivp(lambda t, x: k + C * np.exp(-x / L), (0, 200), [X0],
                method="DOP853", t_eval=lin_times, rtol=1e-11, atol=1e-11)
lin_closed = L * np.log((np.exp(X0 / L) + ratio) * np.exp(k * lin_times / L)
                        - ratio)
assert np.allclose(lin.y[0], lin_closed, atol=1e-7)
x_i_linear = L * np.log(np.exp(X0 / L) + ratio)
assert abs(lin.y[0][-1] - k * 200 - x_i_linear) < 1e-6
big_a = 1e3 * A
x_i_big_a = inverse_F(F(X0, big_a) + J(X0, big_a, k * big_a), big_a)
assert abs(x_i_big_a - x_i_linear) < 0.01

# Response of the offset to the real starting oxide
h = 0.01
slope_numeric = (late_offset(X0 + h) - late_offset(X0 - h)) / (2 * h)
slope_formula = dg_rate(x_i) / total_rate(X0)
assert abs(slope_numeric - slope_formula) < 1e-4
starts = [0.0, 1.0, 2.0, 20.0]
offsets = [late_offset(s) for s in starts]
assert offsets[-1] > 20.0 + 1.0
assert offsets[2] - offsets[0] < 0.5 * (starts[2] - starts[0])


# Three-parameter fits t = a x^2 + b x + c over two thickness windows
def window_fit(x_min, x_max=200.0):
    grid = np.linspace(x_min, x_max, 200)
    sol = solve_ivp(lambda x, t: 1 / total_rate(x), (X0, x_max), [0.0],
                    method="DOP853", t_eval=grid, rtol=1e-11, atol=1e-11)
    assert sol.success
    a2, a1, a0 = np.polyfit(grid, sol.y[0], 2)
    b_fit, a_fit = 1 / a2, a1 / a2
    residual = np.max(np.abs(np.polyval([a2, a1, a0], grid) - sol.y[0]))
    return a_fit, b_fit, inverse_F(-a0 * b_fit, a_fit), residual


fit_thin = window_fit(30.0)
fit_thick = window_fit(80.0)
assert fit_thin[2] < fit_thick[2] < x_i
assert abs(fit_thick[2] - x_i) < 0.5

print(f"A = {A:.0f} nm, B = {B:.0f} nm^2/min, k = B/A = {k:.3f} nm/min")
print(f"C = {C:.1f} nm/min, L = {L:.0f} nm, C/k = {ratio:.2f}")
print(f"real starting oxide x0 = {X0:.1f} nm")
print(f"F(x0) = {F(X0):.1f} nm^2")
print(f"J(x0) = {J(X0):.1f} nm^2")
print(f"F(x_i) = {F(x_i):.1f} nm^2")
print(f"share of F(x_i) from real oxide = {100*F(X0)/F(x_i):.1f} %")
print(f"offset from late-time integration = {x_i:.3f} nm")
print(f"offset from integral formula = {x_i_formula:.3f} nm")
print(f"offset in linear limit = {x_i_linear:.3f} nm")
print(f"offset without fast regime = {control:.3f} nm")
print(f"time shift tau = {tau:.2f} min")
print(f"Deal-Grove rate at x0 = {dg_rate(X0):.3f} nm/min")
print(f"excess rate at x0 = {C*np.exp(-X0/L):.3f} nm/min")
print(f"true initial rate = {total_rate(X0):.3f} nm/min")
print(f"Deal-Grove rate at x_i = {dg_rate(x_i):.3f} nm/min")
print(f"time to reach x_i, true law = {t_reach:.2f} min")
print(f"time to reach x_i, no fast regime = {t_reach_dg:.2f} min")
print("t (min) | true film (nm) | imaginary slab (nm) | gap (nm)")
for row in zip(times, true_film, slab_film, gap):
    print("{:6.0f} | {:8.3f} | {:8.3f} | {:8.4f}".format(*row))
print(f"d x_i / d x0, finite difference = {slope_numeric:.4f}")
print(f"d x_i / d x0, formula = {slope_formula:.4f}")
for s, o in zip(starts, offsets):
    print(f"real start {s:.0f} nm -> offset {o:.3f} nm")
for name, fit in (("30-200 nm", fit_thin), ("80-200 nm", fit_thick)):
    print(f"fit {name}: A = {fit[0]:.1f} nm, B = {fit[1]:.1f} nm^2/min")
    print(f"fit {name}: offset = {fit[2]:.2f} nm")
    print(f"fit {name}: largest time residual = {fit[3]:.3f} min")
print("ALL CHECKS PASSED")
```

It prints:

```
A = 160 nm, B = 200 nm^2/min, k = B/A = 1.250 nm/min
C = 7.5 nm/min, L = 10 nm, C/k = 6.00
real starting oxide x0 = 1.0 nm
F(x0) = 161.0 nm^2
J(x0) = 4103.2 nm^2
F(x_i) = 4264.2 nm^2
share of F(x_i) from real oxide = 3.8 %
offset from late-time integration = 23.268 nm
offset from integral formula = 23.268 nm
offset in linear limit = 19.608 nm
offset without fast regime = 1.000 nm
time shift tau = 21.32 min
Deal-Grove rate at x0 = 1.235 nm/min
excess rate at x0 = 6.786 nm/min
true initial rate = 8.021 nm/min
Deal-Grove rate at x_i = 0.968 nm/min
time to reach x_i, true law = 7.14 min
time to reach x_i, no fast regime = 20.52 min
t (min) | true film (nm) | imaginary slab (nm) | gap (nm)
     0 |    1.000 |   23.268 |  22.2678
     1 |    7.130 |   24.232 |  17.1015
     2 |   11.234 |   25.187 |  13.9529
     5 |   19.239 |   28.001 |   8.7622
    10 |   27.660 |   32.535 |   4.8757
    20 |   39.171 |   41.096 |   1.9253
    60 |   70.435 |   70.546 |   0.1119
   120 |  106.180 |  106.183 |   0.0038
d x_i / d x0, finite difference = 0.1207
d x_i / d x0, formula = 0.1207
real start 0 nm -> offset 23.152 nm
real start 1 nm -> offset 23.268 nm
real start 2 nm -> offset 23.394 nm
real start 20 nm -> offset 28.343 nm
fit 30-200 nm: A = 140.8 nm, B = 191.2 nm^2/min
fit 30-200 nm: offset = 20.46 nm
fit 30-200 nm: largest time residual = 2.202 min
fit 80-200 nm: A = 159.3 nm, B = 199.7 nm^2/min
fit 80-200 nm: offset = 23.13 nm
fit 80-200 nm: largest time residual = 0.030 min
ALL CHECKS PASSED
```
